\section*{Siegert's Theorem and the Rate of Electric Multipole Radiation, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the current to the charge}

\noindent\textbf{Q:} Light couples to the current. You want to compute electric multipole radiation from the charge density instead. But I can add to any current a divergence-free part, and the charge density will not notice. How can the charge then be enough?

\noindent\textbf{A:} The charge density does not determine the current, so the replacement cannot hold for an arbitrary field. It has to come from a property of the electric multipole field inside a small source. Let me first fix what the source is.

I use Gaussian units. A localized system with Hamiltonian $H_0$ goes from an eigenstate $i$ to an eigenstate $f$ and loses the energy $E_i-E_f=\hbar\omega=\hbar ck$ to one photon. The recoil of the system is neglected. The transition densities are
\begin{equation}
\rho(\mathbf r)=\langle f|\hat\rho(\mathbf r)|i\rangle ,\qquad
\mathbf J(\mathbf r)=\langle f|\hat{\mathbf J}(\mathbf r)|i\rangle .
\end{equation}
Charge conservation reads $\nabla\cdot\hat{\mathbf J}=-\partial\hat\rho/\partial t=-(i/\hbar)[H_0,\hat\rho]$. Between eigenstates, the commutator gives the factor $E_f-E_i=-\hbar\omega$, so that
\begin{equation}
\nabla\cdot\mathbf J=-\frac{i}{\hbar}(-\hbar\omega)\rho=i\omega\rho .
\label{cont}
\end{equation}
This is the one link between current and charge that I shall use.

\medskip
\noindent\textbf{Q:} And which field do you call an electric multipole?

\noindent\textbf{A:} Take $f_{LM}=j_L(kr)Y_{LM}$, a regular solution of $\nabla^2f=-k^2f$, with $L\ge1$, and define
\begin{equation}
\mathbf X_{LM}=\frac{-i\,\mathbf r\times\nabla Y_{LM}}{\sqrt{L(L+1)}},\qquad
\mathbf F_{LM}=j_L(kr)\,\mathbf X_{LM},\qquad
\mathbf A_{LM}=\frac1k\nabla\times\mathbf F_{LM}.
\label{modes}
\end{equation}
The operator $-i\mathbf r\times\nabla$ is Hermitian and its square has the eigenvalue $L(L+1)$ on $Y_{LM}$, so $\int|\mathbf X_{LM}|^2d\Omega=1$. For $L=0$ there is no such field, because $\nabla Y_{00}=0$.

The field $\mathbf F$ is divergence-free, since $\nabla\cdot(\mathbf r\times\nabla f)=\nabla f\cdot(\nabla\times\mathbf r)-\mathbf r\cdot(\nabla\times\nabla f)=0$. It obeys the same wave equation as $f$, because $\mathbf r\times\nabla$ generates rotations and commutes with $\nabla^2$. Therefore
\begin{equation}
\nabla\times\mathbf A=\frac1k\nabla\times(\nabla\times\mathbf F)
=-\frac1k\nabla^2\mathbf F=k\mathbf F .
\label{curlA}
\end{equation}
With the vector potential $\mathbf A$, the magnetic field is proportional to $\mathbf F$ and has no radial component. The electric field has one. That is what makes the multipole electric.

\medskip
\noindent\textbf{Q:} A curl is the last thing I would expect to lead to the charge. To bring in $\nabla\cdot\mathbf J$ by partial integration you need a gradient.

\noindent\textbf{A:} There is a gradient hidden in this curl. Write $\mathbf g=\nabla f$ and use the product rule for the curl of a cross product:
\begin{align}
\nabla\times(\mathbf r\times\mathbf g)
&=\mathbf r(\nabla\cdot\mathbf g)-\mathbf g(\nabla\cdot\mathbf r)
+(\mathbf g\cdot\nabla)\mathbf r-(\mathbf r\cdot\nabla)\mathbf g\nonumber\\
&=\mathbf r\nabla^2f-3\nabla f+\nabla f-(\mathbf r\cdot\nabla)\nabla f .
\end{align}
For the last term, $\partial_a(x_b\partial_bf)=\partial_af+x_b\partial_b\partial_af$, summed over $b$, which says that $(\mathbf r\cdot\nabla)\nabla f=\nabla(r\partial_rf)-\nabla f$. Hence
\begin{equation}
\nabla\times(\mathbf r\times\nabla f)
=\mathbf r\nabla^2f-\nabla f-\nabla(r\partial_rf)
=\mathbf r\nabla^2f-\nabla\,\partial_r(rf).
\end{equation}
Now insert $\nabla^2f=-k^2f$ and the prefactor $-i/(k\sqrt{L(L+1)})$ from \eqref{modes}. Both terms in the bracket are negative, so the sign changes:
\begin{equation}
\mathbf A_{LM}=\frac{i}{k\sqrt{L(L+1)}}
\left[\nabla\bigl(g_LY_{LM}\bigr)+k^2\mathbf r\,j_LY_{LM}\right],
\qquad g_L=\frac{d}{dr}\bigl(r\,j_L(kr)\bigr).
\label{split}
\end{equation}
No approximation has been made. The gradient is there, and so is a radial remainder.

\medskip
\noindent\textbf{Q:} Then show me what the current does with the two pieces. Please keep track of the complex conjugate, since you are emitting a photon.

\noindent\textbf{A:} Emission creates a photon, and the creation operator comes with $\mathbf A^*_{LM}$. The amplitude to be found is
\begin{equation}
I_{LM}=\int\mathbf J\cdot\mathbf A^*_{LM}\,d^3r .
\label{Idef}
\end{equation}
For any smooth $\Phi$, partial integration gives no surface term, because the source is localized. With \eqref{cont},
\begin{equation}
\int\mathbf J\cdot\nabla\Phi\,d^3r=-\int\Phi\,\nabla\cdot\mathbf J\,d^3r
=-i\omega\int\rho\,\Phi\,d^3r .
\label{parts}
\end{equation}
The conjugate of \eqref{split} has the prefactor $-i$. With $\Phi=g_LY^*_{LM}$ and $\omega=ck$,
\begin{align}
I_{LM}&=\frac{-i}{k\sqrt{L(L+1)}}\left[-ick\int\rho\,g_LY^*_{LM}d^3r
+k^2\int(\mathbf r\cdot\mathbf J)j_LY^*_{LM}d^3r\right]\nonumber\\
&=-\frac{1}{\sqrt{L(L+1)}}\left[c\int\rho\,g_LY^*_{LM}d^3r
+ik\int(\mathbf r\cdot\mathbf J)j_LY^*_{LM}d^3r\right].
\label{exact}
\end{align}
This holds for any $k$, given continuity.

\medskip
\noindent\textbf{Q:} So the current is still there, in $\mathbf r\cdot\mathbf J$. My divergence-free addition was not harmless after all.

\noindent\textbf{A:} Correct: at finite $k$ it can contribute. The claim concerns long waves, $kr\ll1$ throughout the source. For that I need $j_L$ at small argument. Put $x=kr$ and $w_L=x^{-L}j_L(x)$. The radial wave equation becomes
\begin{equation}
w_L''+\frac{2L+2}{x}w_L'+w_L=0 .
\label{weq}
\end{equation}
A series $w_L=a_L(1+bx^2+\dots)$ requires $2b+2(2L+2)b+1=0$, so $b=-1/[2(2L+3)]$.

The constant $a_L$ follows by climbing from $j_0=\sin x/x$, where $a_0=1$. Define $v=-w_L'/x$. Then $w_L'=-xv$ and $w_L''=-v-xv'$, and \eqref{weq} reads $-xv'-(2L+3)v+w_L=0$. Its derivative, divided by $-x$, is $v''+(2L+4)v'/x+v=0$, which is the equation for $w_{L+1}$. So $w_{L+1}=-w_L'/x$ is the next function, and its value at the origin is $a_{L+1}=-2ba_L=a_L/(2L+3)$. Thus $a_L=1/(2L+1)!!$ and
\begin{align}
j_L&=\frac{x^L}{(2L+1)!!}\left[1-\frac{x^2}{2(2L+3)}+\dots\right],
\label{jser}\\
g_L=\frac{d(xj_L)}{dx}&=\frac{x^L}{(2L+1)!!}
\left[L+1-\frac{(L+3)x^2}{2(2L+3)}+\dots\right].
\label{gser}
\end{align}
At large $x$ the same step gives $j_{L+1}\simeq-dj_L/dx$. If $j_L\simeq\sin(x-L\pi/2)/x$, then $j_{L+1}\simeq-\cos(x-L\pi/2)/x=\sin(x-(L+1)\pi/2)/x$, so this form holds for every $L$. I shall need it when counting modes.

Keep the first term of \eqref{gser} in the charge integral of \eqref{exact} and drop the $\mathbf r\cdot\mathbf J$ integral for the moment. Since $(L+1)/\sqrt{L(L+1)}=\sqrt{(L+1)/L}$,
\begin{equation}
I_{LM}\simeq-c\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,Q_{LM},
\qquad Q_{LM}=\int\rho\,r^LY^*_{LM}\,d^3r .
\label{siegert}
\end{equation}
This is Siegert's theorem.

\medskip
\noindent\textbf{Q:} ``For the moment'' is where I stop you. The dropped integral has an explicit factor $k$, but the kept one has a factor $c$. Why is one smaller than the other?

\noindent\textbf{A:} Compare the integrands. The dropped one, divided by the kept one, is of the size
\begin{equation}
\frac{k\,|\mathbf r\cdot\mathbf J|}{c\,(L+1)|\rho|}\sim\frac{kr}{L+1}\,\frac vc ,
\label{est}
\end{equation}
where $v$ is a typical ratio of transition current to transition charge. Both $kr$ and $v/c$ are small for a slow, compact source. If the motion that carries the charge has the transition frequency as its natural scale, $v\sim\omega r$, then $v/c\sim kr$ and the correction is of order $(kr)^2$. That is the order of the next Bessel term in \eqref{gser}, so it would be inconsistent to keep one of the two corrections and drop the other.

These are estimates of size. They can mislead if $Q_{LM}$ is small through cancellation.

\medskip
\noindent\textbf{Q:} I would still like a reason in place of an estimate. What happened to my divergence-free current?

\noindent\textbf{A:} Look at the field itself. At leading order \eqref{split} becomes
\begin{equation}
\mathbf A_{LM}\simeq i\sqrt{\frac{L+1}{L}}\,\frac{k^{L-1}}{(2L+1)!!}\,
\nabla\bigl(r^LY_{LM}\bigr).
\label{static}
\end{equation}
The dropped piece $k^2\mathbf r j_LY_{LM}$ is smaller than the gradient by $(kr)^2$. Inside a small source the field of an electric mode therefore looks like an electrostatic field, the gradient of a solution of Laplace's equation. By \eqref{parts}, a confined divergence-free current has zero overlap with any gradient. Your addition drops out at this order and returns through the remainder.

For $L=1$ the field \eqref{static} is uniform, and \eqref{parts} with $\Phi=x_a$ is the familiar relation
\begin{equation}
\int J_a\,d^3r=-i\omega\int\rho\,x_a\,d^3r
\label{dip}
\end{equation}
between the total current and the dipole moment. Siegert's theorem extends it to every $L\ge1$.

A magnetic mode has $\mathbf F_{LM}$ as its vector potential. Its curl is $k\mathbf A_{LM}$, of size $k(kr)^{L-1}$, and this is as large as $\mathbf F_{LM}/r$. It is not a gradient even at leading order, and the argument gives no replacement there.

\medskip
\noindent\textbf{Q:} Spin produces a divergence-free current. Does it drop out too?

\noindent\textbf{A:} At leading order, yes. The spin current is $\mathbf J_s=c\nabla\times\mathbf M$, with $\mathbf M$ the transition magnetization. From $\nabla\cdot(\mathbf M\times\mathbf A^*)=\mathbf A^*\cdot\nabla\times\mathbf M-\mathbf M\cdot\nabla\times\mathbf A^*$ and the conjugate of \eqref{curlA},
\begin{equation}
\int\mathbf J_s\cdot\mathbf A^*_{LM}d^3r=c\int\mathbf M\cdot\nabla\times\mathbf A^*_{LM}d^3r
=ck\int\mathbf M\cdot\mathbf F^*_{LM}d^3r .
\end{equation}
For a particle of charge $e$ and mass $m$ the magnetization is of size $e\hbar/(2mc)$ times a density. Compared with \eqref{siegert}, where the same density carries the factor $e$, this is smaller by about $\hbar k/(2mc)=\hbar\omega/(2mc^2)$, up to angular factors of order one.

\medskip
\noindent\textbf{Q:} Everything rests on continuity. When does that fail?

\noindent\textbf{A:} Charge is conserved in nature, but a calculation can violate \eqref{cont} in two ways. First, the current can be incomplete. With $H_0=T+V$, the kinetic energy $T$ produces the usual convection current. If $V$ does not commute with $\hat\rho$, because it depends on momentum or exchanges charge between particles, a further current must satisfy $\nabla\cdot\hat{\mathbf J}_V=-(i/\hbar)[V,\hat\rho]$. Leaving it out spoils the amplitude \eqref{Idef}. The form \eqref{siegert} contains its leading effect without requiring $\hat{\mathbf J}_V$ itself, provided that the states are eigenstates of the full $H_0$ and $\hat\rho$ is the correct charge operator.

Second, the states can be approximate. Then $[H_0,\hat\rho]$ need not give the factor $-\hbar\omega$, and in general the two forms give different numbers. Their agreement tests consistency; it does not prove that either is accurate.

For long waves and a current that satisfies continuity, the electric multipole amplitude follows from the charge moment $Q_{LM}$ at leading order. It remains to turn this amplitude into an emission rate and to test the result, including its corrections and the cases where it fails.
